# When Does Electron Attachment to Vibrating HCl Become Exothermic?

## Problem

In a plasma fed with hydrogen chloride, a free electron can break the molecule and leave a negative chlorine ion:

$$
e + \mathrm{HCl}(v) \rightarrow \mathrm{H} + \mathrm{Cl}^- .
$$

This is dissociative attachment. The integer $v=0,1,2,\dots$ labels the vibrational level of the molecule. The data are

- the bond energy $D_0 = 4.43$ eV, measured from the level $v=0$ to separated H and Cl atoms at rest;
- the electron affinity of chlorine, $A = 3.61$ eV, which is the energy released when a chlorine atom binds an electron at rest;
- the harmonic vibrational quantum of HCl, $\hbar\omega = 0.3741$ eV.

The third value comes from a calculated potential curve. Its curvature at the minimum is $k = 32.80$ eV/Å$^2$ and the reduced mass of the two atoms, H and $^{35}$Cl, is $\mu = 0.9796$ u, so that $\hbar\omega=\hbar\sqrt{k/\mu}$ gives the value stated once $k$ and $\mu$ are put in SI units. The curve was computed with the coupled-cluster method CCSD(T) in the cc-pVDZ basis, with the inner electrons of chlorine uncorrelated.

Let the electron arrive with no kinetic energy and let the molecule not rotate. Which is the lowest $v$ for which the reaction releases energy? Does the answer depend on the anharmonicity of the vibration?

## The energy balance

Energy is conserved along any path between the same initial and final states, so the reaction may be replaced by two simpler steps. First the bond of HCl in level $v$ is broken. This costs

$$
B_v = D_0 - (E_v - E_0),
$$

where $E_v$ is the vibrational energy. The energy already stored in the vibration does not have to be supplied again, so $B_v$ is the bond energy still left. Then the chlorine atom captures the electron, which returns $A$. Both data refer to the chlorine atom in its ground state, so the energy of the free atom cancels between the steps. The energy released is

$$
R_v = A - B_v = (E_v - E_0) - (D_0 - A). \tag{1}
$$

A positive $R_v$ means an exothermic reaction. For $v=0$,

$$
R_0 = 3.61 - 4.43 = -0.82\ \text{eV},
$$

so a molecule in its lowest level needs 0.82 eV from elsewhere. The question is which level first stores more than this.

## First estimate by scaling

For small vibrations the levels are equally spaced, and the stored energy scales as $E_v-E_0\approx v\hbar\omega$. Setting it equal to the deficit gives

$$
v \approx \frac{D_0-A}{\hbar\omega} = \frac{0.82}{0.3741} \approx 2.19 .
$$

The next integer is 3. The harmonic releases are $2(0.3741)-0.82=-0.072$ eV at $v=2$ and $3(0.3741)-0.82=+0.302$ eV at $v=3$.

Can this be trusted? A real bond softens as it stretches, and its levels crowd together towards dissociation. The natural measure of this effect is the stored energy divided by the bond energy. If the loss relative to the harmonic value is of that order, with an unknown factor taken as one, then at $v=3$ it amounts to

$$
\frac{(3\hbar\omega)^2}{D_0} \approx \frac{(1.122)^2}{4.43} \approx 0.28\ \text{eV}.
$$

This is nearly the whole harmonic surplus of 0.302 eV. The estimate suggests $v=3$ but cannot settle it, because the numerical factor matters. A model with a dissociation limit is needed.

## Exact solution for a Morse oscillator

Let $x$ be the bond length minus its equilibrium value. The Morse potential is

$$
V_M(x) = D_e\left(1-e^{-ax}\right)^2 .
$$

It has its minimum at $x=0$ and tends to $D_e$ when the atoms separate. The well depth $D_e$ is measured from the minimum, while $D_0$ is measured from the lowest level, which lies higher by the zero-point energy. As usual for this model, $x$ is allowed to run over the whole line. The unphysical region of negative bond length lies behind a high repulsive wall.

### The levels

With $c=\hbar/\sqrt{2\mu}$ the kinetic energy operator is $-c^2\,d^2/dx^2$. Define

$$
W(x) = P - Q e^{-ax}, \qquad
\mathcal{A} = c\frac{d}{dx} + W, \qquad
\mathcal{A}^\dagger = -c\frac{d}{dx} + W,
$$

with constants $P$ and $Q>0$. Acting on a function $f$,

$$
\mathcal{A}^\dagger\mathcal{A}f
= -c^2f'' - c(Wf)' + cWf' + W^2 f
= -c^2 f'' + (W^2 - cW')f .
$$

In the opposite order the sign of $cW'$ changes. The two products are therefore Hamiltonians with potentials $V_\mp = W^2 \mp cW'$. Since $W' = aQe^{-ax}$,

$$
\begin{aligned}
V_-(P) &= P^2 - (2P+ca)Qe^{-ax} + Q^2e^{-2ax},\\
V_+(P) &= P^2 - (2P-ca)Qe^{-ax} + Q^2e^{-2ax}.
\end{aligned}
$$

Replacing $P$ by $P-ca$ in the first line turns $2P+ca$ into $2P-ca$, which is the coefficient in the second line. Hence

$$
V_+(P) = V_-(P-ca) + P^2 - (P-ca)^2 . \tag{2}
$$

The partner potential has the same shape as the original, with a smaller $P$ and a constant shift. Three facts turn this into a spectrum.

1. No level of $\mathcal{A}^\dagger\mathcal{A}$ is negative, because its mean value in a state $\psi$ is the squared norm of $\mathcal{A}\psi$. A level at zero requires $\mathcal{A}\psi=0$, whose solution is
$$
\psi \propto \exp\left(-\frac{Px}{c} - \frac{Q}{ca}e^{-ax}\right).
$$
This is normalizable if $P>0$, and not otherwise.

2. If $\mathcal{A}^\dagger\mathcal{A}\psi=\varepsilon\psi$ with $\varepsilon>0$, then $\mathcal{A}\psi$ is not zero, and multiplying the equation by $\mathcal{A}$ shows that it is a state of $\mathcal{A}\mathcal{A}^\dagger$ with the same $\varepsilon$. The converse follows with $\mathcal{A}^\dagger$. A zero level of $\mathcal{A}\mathcal{A}^\dagger$ would need $\mathcal{A}^\dagger\phi=0$, and this $\phi$ grows without limit as $x\to-\infty$. The bound levels of $V_+$ are thus those of $V_-$ without the zero level.

3. If $P\le 0$, the coefficient $-(2P-ca)$ in $V_+$ is positive. Then $V_+$ lies above its limit $P^2$ everywhere and binds nothing. By the second fact $V_-$ has no positive bound level, and by the first it has no zero level.

Start with $P>0$. The lowest level of $V_-(P)$ is zero. The next is the lowest level of $V_+(P)$, which by equation (2) is $P^2-(P-ca)^2$, provided that $P-ca>0$. Repeating the step, with the shifts adding up, gives

$$
\varepsilon_v = P^2 - (P-vca)^2, \qquad P-vca>0 .
$$

The third fact ends the series when the bracket is no longer positive. Since $V_-$ tends to $P^2$ at large $x$, level $v$ lies $P^2-\varepsilon_v=(P-vca)^2$ below dissociation. That is the bond energy left, $B_v$.

It remains to match $V_-$ to the Morse potential, apart from a constant that does not affect $B_v$. Expanding,

$$
V_M = D_e - 2D_e e^{-ax} + D_e e^{-2ax}.
$$

Equal coefficients of $e^{-2ax}$ give $Q=\sqrt{D_e}$. Equal coefficients of $e^{-ax}$ give $(2P+ca)\sqrt{D_e}=2D_e$, so $P=\sqrt{D_e}-ca/2$.

Near the minimum $V_M\approx D_ea^2x^2$. Comparison with $\tfrac12 kx^2$ gives $k=2a^2D_e$, hence $\hbar\omega=\hbar a\sqrt{2D_e/\mu}$. Dividing by $2\sqrt{D_e}$ gives $\hbar a/\sqrt{2\mu}=ca$. Therefore

$$
B_v = \left[\sqrt{D_e} - \left(v+\tfrac12\right)\frac{\hbar\omega}{2\sqrt{D_e}}\right]^2 . \tag{3}
$$

The square root of the remaining bond energy falls by equal steps from one level to the next.

### Using the given bond energy

The problem supplies $D_0=B_0$, not $D_e$. With $s=\sqrt{D_e}$, equation (3) at $v=0$ reads

$$
\sqrt{D_0} = s - \frac{\hbar\omega}{4s}
\quad\Longrightarrow\quad
4s^2 - 4s\sqrt{D_0} - \hbar\omega = 0 .
$$

The positive root is

$$
s = \frac{\sqrt{D_0}+\sqrt{D_0+\hbar\omega}}{2}. \tag{4}
$$

Equation (3) then becomes

$$
\sqrt{B_v} = \sqrt{D_0} - v\,\frac{\hbar\omega}{2s}. \tag{5}
$$

The reaction is exothermic when $B_v<A$. Both roots are positive, so this is the same as $\sqrt{B_v}<\sqrt A$, or

$$
v > v^* = \frac{2s\left(\sqrt{D_0}-\sqrt{A}\right)}{\hbar\omega}. \tag{6}
$$

### Numbers

The roots are $\sqrt{D_0}=2.1048$ and $\sqrt A=1.9000$, in eV$^{1/2}$. Equation (4) gives $s=2.1483$ eV$^{1/2}$, so $D_e=s^2=4.615$ eV. The step in equation (5) is $0.3741/(2\times2.1483)=0.0871$ eV$^{1/2}$. Hence

$$
v^* = \frac{2.1048-1.9000}{0.0871} \approx 2.35 .
$$

The first integer above this is 3. The levels on either side are

$$
\begin{aligned}
B_2 &= (2.1048-2\times0.0871)^2 \approx 3.73\ \text{eV} > A,\\
B_3 &= (2.1048-3\times0.0871)^2 \approx 3.40\ \text{eV} < A .
\end{aligned}
$$

The reaction still lacks 0.117 eV at $v=2$ and releases 0.211 eV at $v=3$. Since $B_v$ decreases with $v$, every higher bound level is exothermic too. **Dissociative attachment first becomes exothermic at $v=3$.**

## Comparison of the two

Expanding the square in equation (3) and subtracting the value at $v=0$ gives

$$
E_v-E_0 = v\hbar\omega - v(v+1)\frac{(\hbar\omega)^2}{4D_e}. \tag{7}
$$

The first term is the scaling estimate. The second is the Morse value of the loss whose numerical factor was unknown. Here $(\hbar\omega)^2/(4D_e)\approx0.0076$ eV, so the loss is 0.045 eV at $v=2$ and 0.091 eV at $v=3$. The latter is about a third of the crude 0.28 eV, mainly because of the 4 in the denominator.

| $v$ | Harmonic release (eV) | Morse release (eV) |
|---|---:|---:|
| 2 | −0.072 | −0.117 |
| 3 | +0.302 | +0.211 |

The harmonic ladder overestimates the energy stored at $v=3$ by about 9% of the Morse value, yet it gives the same integer. Anharmonicity deepens the deficit at $v=2$ and reduces the surplus at $v=3$ without changing either sign. It would change the answer if the deficit of the ground level lay between the Morse and harmonic energies of one level, for instance between 1.031 and 1.122 eV for $v=3$ with $D_0$ held at 4.43 eV. The actual 0.82 eV is in no such gap. When $v+1$ is small compared with $4D_e/\hbar\omega$, the second term of equation (7) is small beside the first and the two stored energies are close in relative terms; the integers still differ whenever the deficit falls in one of the gaps.

### How firm is the integer?

The quantum $\hbar\omega$ came from a modest calculation, so its influence should be known. Multiplying $\sqrt{D_0+\hbar\omega}-\sqrt{D_0}$ by $\sqrt{D_0+\hbar\omega}+\sqrt{D_0}=2s$ gives $\hbar\omega$. The step in equation (5) is therefore

$$
\frac{\hbar\omega}{2s} = \sqrt{D_0+\hbar\omega}-\sqrt{D_0}.
$$

Level $v$ is at the border when $v$ steps equal $\delta=\sqrt{D_0}-\sqrt A$. Then $\sqrt{D_0+\hbar\omega}=\sqrt{D_0}+\delta/v$, and squaring gives

$$
\hbar\omega = \frac{2\delta\sqrt{D_0}}{v} + \frac{\delta^2}{v^2}.
$$

For $v=3$ this is $0.287+0.005=0.292$ eV, and for $v=2$ it is $0.431+0.010=0.441$ eV. With $D_0$ and $A$ held fixed, any quantum between these borders leads to $v=3$ in the Morse model. Other well shapes move the borders: Rydberg and Varshni potentials with the same $D_0$ give 0.290 eV for the lower border and 0.439 and 0.435 eV for the upper one, while a power-law well $D_e[1-(r_e/r)^m]^2$ with bond length $r_e=1.27$ Å, its exponent $m$ fixed by the curvature, raises them to 0.310 and 0.461 eV. The calculated 0.3741 eV lies well inside. So does the spectroscopic value of about 0.371 eV, which is 0.003 eV lower; the last digits of the calculated quantum are not converged in the basis, and cc-pVTZ lowers it by 0.002 eV to 0.372 eV.

The shape of the potential can be tested as well. The vibrational levels of the calculated HCl curve, found numerically without assuming a Morse form, give releases of −0.113 eV at $v=2$ and +0.221 eV at $v=3$. Up to $v=3$ the Morse energies differ from these by at most 0.009 eV. Rounding of the two given energies can shift their difference by at most 0.01 eV. Both are small beside the nearer margin of 0.117 eV. The calculated levels are themselves slightly high: spectroscopic constants of HCl give releases of −0.117 eV at $v=2$ and +0.215 eV at $v=3$, lower by 0.004 and 0.006 eV. The same constants give anharmonic losses of 0.039 and 0.078 eV, smaller than the Morse 0.045 and 0.091 eV. The agreement of the Morse value at $v=2$ with the spectroscopic one comes from this excess loss offsetting the slightly high quantum; with the spectroscopic quantum the Morse releases are −0.123 and +0.203 eV.

The deficit itself can also be calculated. Electronic energies of H, Cl$^-$ and HCl in the larger aug-cc-pVTZ basis, with the zero-point energy of the same curve, give about 0.86 eV instead of 0.82 eV. This value is not converged in the basis: aug-cc-pVDZ gives about 0.76 eV, a shift of 0.10 eV. Both values lie between the calculated stored energies of 0.707 eV at $v=2$ and 1.041 eV at $v=3$. These calculations leave out relativity and the correlation of the inner electrons, and they still contain an error from the finite basis, so they support the result but are not a measurement.

### If the bond energy is read as the well depth

Suppose that 4.43 eV were taken for $D_e$. Then $\sqrt{D_e}=2.1048$ eV$^{1/2}$, the step is $0.3741/(2\times2.1048)=0.0889$ eV$^{1/2}$, and equation (3) gives

$$
\sqrt{B_2} = 2.1048 - 2.5\times0.0889 \approx 1.883\ \text{eV}^{1/2} < \sqrt A .
$$

For $v=1$ the root is 1.971 eV$^{1/2}$, still above $\sqrt A$, so the answer would be $v=2$. The zero-point energy, $4.615-4.43\approx0.185$ eV, has then been subtracted from the bond a second time. It exceeds the true deficit at $v=2$, which is why the integer changes. The result $v=3$ depends on $D_0$ being counted from the lowest level.

## What this means in a plasma

Consider a low-pressure HCl etching plasma with rough typical values: a gas temperature of 500 K, an electron temperature of 3 eV and a vibrational temperature of 2000 K. The assumption that fails most clearly is that of an electron at rest. In a Maxwellian distribution at 3 eV, 91% of the electrons carry more than 0.82 eV, enough to cover the deficit even at $v=0$. Real electron distributions can depart from the Maxwellian form, which would change this share.

Rotation also contributes energy. Adding the rotational energy to the levels of the calculated curve makes molecules in $v=2$ exothermic from a rotational quantum number $J$ of about 10 upwards. At 500 K these are roughly 6% of the molecules in that level. In $v=1$ the border is at $J=19$ or 20, and the share is only 0.001% to 0.004%. An error of 0.01 eV in the energies can move either border by one unit of $J$, so these shares are rough. The statement about $v=3$ therefore belongs to molecules without rotation.

Few molecules reach the levels $v\ge3$. With Boltzmann populations of the six lowest vibrational levels, about 0.25% of the molecules have $v\ge3$ at 2000 K, and 3 to $4\times10^{-9}$% if the vibrations are as cold as the 500 K gas. These figures leave out the rotating molecules in lower levels, including $v=0$ from $J$ of about 26 upwards. With rotation at 500 K they raise the exothermic share to about 0.35% at 2000 K, and to 1 to $2\times10^{-6}$% for cold vibrations, several hundred times the share of $v\ge3$. These totals hold for a deficit of 0.82 to 0.83 eV; a deficit of 0.81 eV, still within the rounding of the data, would raise them to about 0.41% and $3\times10^{-6}$%.

The level $v=3$ thus marks a change of sign in the energy balance, not the point at which attachment begins. How fast attachment proceeds from each level depends on its cross section, which energy conservation does not determine.

## Computed results

```
Bond energy D0 (from v=0): 4.43 eV
Electron affinity A of Cl: 3.61 eV
Threshold D0 - A from v=0: 0.82 eV
CCSD(T)/aug-cc-pVTZ threshold: 0.857 eV
CCSD(T)/cc-pVDZ bond length: 1.2899 angstrom
Reduced mass: 0.9796 u
Force constant: 32.80 eV/angstrom^2
Harmonic quantum w: 0.3741 eV
Interpolation error at 1.41 angstrom: 2.1e-05 eV
sqrt(D0): 2.1048 eV^(1/2)
sqrt(A): 1.9000 eV^(1/2)
s = sqrt(De): 2.1483 eV^(1/2)
Morse well depth De: 4.615 eV
Step w/(2s) of sqrt(B_v): 0.0871 eV^(1/2)
Critical v*: 2.352 (no unit)
Levels, all in eV: Morse excitation, bond left B_v, Morse release,
  then excitation and release from the CCSD(T) curve
  v=0: 0.000, 4.430, -0.820; 0.000, -0.820
  v=1: 0.359, 4.071, -0.461; 0.360, -0.460
  v=2: 0.703, 3.727, -0.117; 0.707, -0.113
  v=3: 1.031, 3.399, +0.211; 1.041, +0.221
  v=4: 1.345, 3.085, +0.525; 1.360, +0.540
Largest Morse error, v=0 to 3: 0.0092 eV
First exothermic v, Morse formula: 3
First exothermic v, CCSD(T) curve: 3
First exothermic v, harmonic ladder: 3
Harmonic release at v=2: -0.072 eV
Harmonic release at v=3: +0.302 eV
First v if 4.43 eV is misread as De: 2
Answer stays 3 for w from 0.292 to 0.441 eV
Largest rounding error of D0 - A: 0.01 eV
Rough gas temperature: 500 K
Thermal energy kT of the gas: 0.0431 eV
Lowest exothermic J in v=2: 10
Share of v=2 molecules at or above it: 6.4 %
Lowest exothermic J in v=1: 20
Share of v=1 molecules at or above it: 1.4e-03 %
Rough electron temperature: 3 eV
Electrons above v=0 threshold: 91 %
Rough vibrational temperature: 2000 K
Molecules in v>=3 at 2000 K: 0.25 %
Molecules in v>=3 at 500 K: 3.3e-09 %
```
